# Surface Green function of a semi-infinite chain: choosing the physical root: verification in Python

```python
"""
Surface Green function of a semi-infinite nearest-neighbour chain.

Result under test: for H(n,n) = onsite, H(n,n+1) = -hop, n = 1, 2, ...,
  g(z) = <1|(z-H)^(-1)|1>
       = [x - sqrt(x-2|hop|) sqrt(x+2|hop|)] / (2 hop^2),  x = z - onsite,
with principal square roots and Im z > 0. Its limit on the real axis has
outgoing waves and nonnegative density of states in the band, and a
decaying wave outside the band.
Symbols: lam = -hop*g is the amplitude ratio of neighbouring sites,
kappa its phase in the band, eta = Im z, sigma = hop^2*g the self-energy,
gamma = -2 Im sigma the broadening, rho = -Im g/pi the surface DOS.
Energies are in eV, lengths in angstrom, and hbar = 1 in the currents.
The reference data come from direct solutions of long finite chains.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

mass_ratio = 0.2
spacing = 3.0
hbar2_over_2me = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
hop = hbar2_over_2me / (mass_ratio * spacing**2)
onsite = 2 * hop
hartree = const.physical_constants["Hartree energy in eV"][0]


def g_complex(z, t):
    x = complex(z - onsite)
    return (x - np.sqrt(x - 2*abs(t)) * np.sqrt(x + 2*abs(t))) / (2*t*t)


def g_real_axis(energy, t):
    x = energy - onsite
    if abs(x) <= 2*abs(t):
        return (x - 1j*np.sqrt(4*t*t - x*x)) / (2*t*t)
    return complex((x - np.sign(x)*np.sqrt(x*x - 4*t*t)) / (2*t*t))


def direct_column(z, t, source=0, size=20000):
    """Column of (z-H)^(-1) for a long finite chain."""
    bands = np.full((3, size), t, dtype=complex)
    bands[1] = z - onsite
    rhs = np.zeros(size, dtype=complex)
    rhs[source] = 1
    return solve_banded((1, 1), bands, rhs)


def zero_eta_limit(function, eta=0.008):
    """Remove the errors linear and quadratic in eta."""
    return (function(eta) - 6*function(eta/2) + 8*function(eta/4)) / 3


# Closed form and decay at complex energy, for both signs of the hopping
eta_test = 0.02
energies = [-0.2, 0.0, 0.2, 2*hop, 4*hop - 0.2, 4*hop, 4*hop + 0.3]
max_error = 0.0
for t in (hop, -hop):
    for energy in energies:
        z = energy + 1j*eta_test
        column = direct_column(z, t)
        g = g_complex(z, t)
        max_error = max(max_error, abs(column[0] - g))
        lam_direct = column[1] / column[0]
        assert abs(lam_direct + t*g) < 1e-9
        assert abs(column[6] - g*lam_direct**6) < 1e-9
        assert abs(lam_direct) < 1 and column[0].imag < 0
assert max_error < 1e-9

# Limit on the real axis, inside and outside the band
limit_error = 0.0
for energy in (-0.2, 0.2, 3.0, 4*hop - 0.2, 4*hop + 0.2):
    limit = zero_eta_limit(
        lambda eta: direct_column(energy + 1j*eta, hop)[0])
    limit_error = max(limit_error, abs(limit - g_real_axis(energy, hop)))
assert limit_error < 1e-6

# Moments of the surface DOS against powers of a finite Hamiltonian
small = -hop * (np.eye(12, k=1) + np.eye(12, k=-1))
for power in range(9):
    moment = quad(lambda x: x**power
                  * (-g_real_axis(onsite + x, hop).imag/np.pi),
                  -2*hop, 2*hop, epsabs=1e-10, limit=200)[0]
    matrix_moment = np.linalg.matrix_power(small, power)[0, 0]
    assert abs(moment - matrix_moment) < 1e-6 * hop**power
    if power == 0:
        total_weight = moment

# Outgoing current and group velocity, for both signs of the hopping
e_in = 0.2
g_in = g_real_axis(e_in, hop)
rho = -g_in.imag / np.pi
gamma = -2 * hop**2 * g_in.imag
phases, currents = [], []
for t in (hop, -hop):
    for bond in (0, 4):
        def bond_current(eta):
            psi = direct_column(e_in + 1j*eta, t)
            return 2*t*(np.conj(psi[bond]) * psi[bond+1]).imag
        current = zero_eta_limit(bond_current)
        assert current > 0
        assert abs(current/(2*np.pi*rho) - 1) < 5e-5
        currents.append(current)
    kappa = np.angle(-t * g_real_axis(e_in, t))
    phases.append(kappa)

    def bloch_energy(phase):
        """Middle row of H acting on a plane wave."""
        wave = np.exp(1j*phase*np.arange(3))
        return (np.array([-t, onsite, -t]) @ wave / wave[1]).real
    step = 1e-4
    slope = (bloch_energy(kappa+step) - bloch_energy(kappa-step))/(2*step)
    assert abs(bloch_energy(kappa) - e_in) < 1e-10
    assert slope > 0 and abs(slope - gamma) < 1e-6
assert phases[0] > 0 > phases[1]

# Small eta damps the outgoing wave at the rate eta/gamma per site
eta_small = 0.002
damped = direct_column(e_in + 1j*eta_small, hop)
damping = -np.log(abs(damped[1] / damped[0]))
assert abs(damping*gamma/eta_small - 1) < 1e-3

# A single principal square root fails in the lower half of the band
z_in = e_in + 1j*eta_test
x_in = z_in - onsite
g_naive = (x_in - np.sqrt(x_in**2 - 4*hop**2)) / (2*hop**2)
g_direct = direct_column(z_in, hop)[0]
assert g_naive.imag > 0 and abs(hop*g_naive) > 1
assert abs(g_naive - g_direct) > 0.1
x_up = 4*hop - 0.2 + 1j*eta_test - onsite
g_up = (x_up - np.sqrt(x_up**2 - 4*hop**2)) / (2*hop**2)
assert abs(g_up - direct_column(x_up + onsite, hop)[0]) < 1e-9

# The self-energy replaces all sites beyond the sixth
inverse_g = (z_in - onsite)*np.eye(6) + hop*(np.eye(6, k=1)+np.eye(6, k=-1))
inverse_g[5, 5] -= hop**2 * g_complex(z_in, hop)
short_column = np.linalg.inv(inverse_g)[:, 2]
long_column = direct_column(z_in, hop, source=2)[:6]
assert np.max(abs(short_column - long_column)) < 1e-9

# Worked example
lam_in = -hop * g_in
other_in = 1 / (hop**2 * g_in)
sigma = hop**2 * g_in
e_out = -0.2
g_out = g_real_axis(e_out, hop).real
other_out = 1 / (hop**2 * g_out)
lam_out = -hop * g_out
decay_length = -spacing / np.log(abs(lam_out))
continuum_velocity = np.sqrt(4 * e_in * hbar2_over_2me / mass_ratio)
continuum_decay = np.sqrt(hbar2_over_2me / (mass_ratio * abs(e_out)))

print(f"mass ratio m/m_e = {mass_ratio:.1f}")
print(f"spacing a = {spacing:.1f} angstrom")
print(f"hopping t = {hop:.6f} eV")
print(f"on-site energy = {onsite:.6f} eV")
print(f"upper band edge = {4*hop:.6f} eV")
print(f"IN BAND: E = {e_in:.1f} eV, x = {e_in-onsite:.6f} eV")
print(f"accepted g = {g_in:.6f} 1/eV")
print(f"accepted g = {g_in*hartree:.5f} 1/hartree")
print(f"rejected g = {other_in:.6f} 1/eV")
print(f"lambda = {lam_in:.6f} (dimensionless)")
print(f"kappa = {phases[0]:.6f} rad")
print(f"surface DOS = {rho:.6f} 1/eV")
print(f"surface DOS = {rho*hartree:.5f} 1/hartree")
print(f"self-energy = {sigma:.6f} eV")
print(f"broadening Gamma = {gamma:.6f} eV")
print(f"hbar*v, chain = {gamma*spacing:.5f} eV angstrom")
print(f"hbar*v, continuum = {continuum_velocity:.5f} eV angstrom")
print(f"2 pi rho = {2*np.pi*rho:.6f} 1/eV")
print(f"hbar*current, first bond, direct = {currents[0]:.6f} 1/eV")
print(f"hbar*current, fifth bond, direct = {currents[1]:.6f} 1/eV")
print(f"kappa for reversed hopping = {phases[1]:.6f} rad")
print(f"hbar*current, reversed hopping = {currents[2]:.6f} 1/eV")
print(f"BELOW BAND: E = {e_out:.1f} eV, x = {e_out-onsite:.6f} eV")
print(f"accepted g = {g_out:.6f} 1/eV")
print(f"rejected g = {other_out:.6f} 1/eV")
print(f"accepted lambda = {lam_out:.6f} (dimensionless)")
print(f"rejected lambda = {-hop*other_out:.6f} (dimensionless)")
print(f"amplitude decay length, chain = {decay_length:.5f} angstrom")
print(f"amplitude decay length, continuum = {continuum_decay:.5f} angstrom")
print(f"BRANCH TEST: E = {e_in:.1f} eV, eta = {eta_test:.2f} eV")
print(f"g, direct chain = {g_direct:.6f} 1/eV")
print(f"g, product of roots = {g_complex(z_in, hop):.6f} 1/eV")
print(f"g, single square root = {g_naive:.6f} 1/eV")
print(f"DAMPING TEST: eta = {eta_small:.3f} eV")
print(f"damping per site, direct = {damping:.7f} (dimensionless)")
print(f"eta/Gamma = {eta_small/gamma:.7f} (dimensionless)")
print(f"integrated surface DOS = {total_weight:.8f} (dimensionless)")
print(f"largest error, complex energy = {max_error:.1e} 1/eV")
print(f"largest error, real-axis limit = {limit_error:.1e} 1/eV")
print("success")
```

Output:

```
mass ratio m/m_e = 0.2
spacing a = 3.0 angstrom
hopping t = 2.116657 eV
on-site energy = 4.233313 eV
upper band edge = 8.466627 eV
IN BAND: E = 0.2 eV, x = -4.033313 eV
accepted g = -0.450123-0.143499j 1/eV
accepted g = -12.24847-3.90480j 1/hartree
rejected g = -0.450123+0.143499j 1/eV
lambda = 0.952756+0.303738j (dimensionless)
kappa = 0.308613 rad
surface DOS = 0.045677 1/eV
surface DOS = 1.24294 1/hartree
self-energy = -2.016657-0.642909j eV
broadening Gamma = 1.285817 eV
hbar*v, chain = 3.85745 eV angstrom
hbar*v, continuum = 3.90384 eV angstrom
2 pi rho = 0.286998 1/eV
hbar*current, first bond, direct = 0.286998 1/eV
hbar*current, fifth bond, direct = 0.286996 1/eV
kappa for reversed hopping = -2.832979 rad
hbar*current, reversed hopping = 0.286998 1/eV
BELOW BAND: E = -0.2 eV, x = -4.433313 eV
accepted g = -0.347834 1/eV
rejected g = -0.641693 1/eV
accepted lambda = 0.736245 (dimensionless)
rejected lambda = 1.358244 (dimensionless)
amplitude decay length, chain = 9.79776 angstrom
amplitude decay length, continuum = 9.75959 angstrom
BRANCH TEST: E = 0.2 eV, eta = 0.02 eV
g, direct chain = -0.443131-0.141454j 1/eV
g, product of roots = -0.443131-0.141454j 1/eV
g, single square root = -0.457115+0.145918j 1/eV
DAMPING TEST: eta = 0.002 eV
damping per site, direct = 0.0015554 (dimensionless)
eta/Gamma = 0.0015554 (dimensionless)
integrated surface DOS = 1.00000000 (dimensionless)
largest error, complex energy = 4.7e-16 1/eV
largest error, real-axis limit = 7.3e-08 1/eV
success
```
